# The Tersoff-Tromp Elongation Transition of Strained Rectangular Islands: verification in Python

```python
"""Elongation of a strained rectangular island at fixed height.

Result under test: with alpha0 = b*exp(1+Gamma/(c*h)), the square of side L
becomes unstable at L = e*alpha0 for the separable logarithmic energy, and at
L = alpha0*exp(sqrt(2)-1)*(1+sqrt(2))/2 when all edge integrals are kept.
Symbols: s, t  mid-height width and length; h height; w = h*cot(theta) facet
width; b = w*exp(-3/2); L = sqrt(s*t); q = 0.5*ln(t/s); Gamma edge cost;
c = sigma^2*(1-nu)/(2*pi*mu) elastic relief constant. SI units inside.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as electron_charge
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

# ---- model parameters
mu, nu, misfit = 50e9, 0.25, 0.04
h, theta = 2e-9, np.radians(15.0)
gamma_flat, gamma_facet = 1.00, 1.15
nm = 1e-9
root2 = np.sqrt(2.0)

sigma = 2 * mu * (1 + nu) / (1 - nu) * misfit
c = sigma**2 * (1 - nu) / (2 * np.pi * mu)
w = h / np.tan(theta)
b = w * np.exp(-1.5)
Gamma = gamma_facet / np.sin(theta) - gamma_flat / np.tan(theta)
cost_ratio = Gamma / (c * h)
alpha0 = b * np.exp(1 + cost_ratio)

# ---- surface response of a half-space from the displacement equations
z = sp.symbols('z', real=True)
k, m, lam, p = sp.symbols('k m lam p', positive=True)
a1, a2, b1, b2 = sp.symbols('a1 a2 b1 b2')
U = (a1 + a2 * z) * sp.exp(k * z)
W = (b1 + b2 * z) * sp.exp(k * z)
div = k * U + sp.diff(W, z)
balance_x = m * (sp.diff(U, z, 2) - k**2 * U) - (lam + m) * k * div
balance_z = m * (sp.diff(W, z, 2) - k**2 * W) + (lam + m) * sp.diff(div, z)
equations = []
for balance in (balance_x, balance_z):
    poly = sp.expand(sp.simplify(balance * sp.exp(-k * z)))
    equations += sp.Poly(poly, z).coeffs()
equations.append((lam * div + 2 * m * sp.diff(W, z)).subs(z, 0))
equations.append((m * (sp.diff(U, z) - k * W)).subs(z, 0) - p)
solution = sp.solve(equations, [a1, a2, b1, b2], dict=True)[0]
poisson = lam / (2 * (lam + m))
assert sp.simplify(solution[a1] - p * (1 - poisson) / (m * k)) == 0

# ---- real-space and wave-vector forms agree for a Gaussian mound
a = 1.7
wave_side = quad(lambda kk: kk**2 * (2 * np.pi * a**2)**2
                 * np.exp(-(kk * a)**2), 0, np.inf)[0]
real_side = quad(lambda r: 2 * np.pi * np.pi * (1 - r**2 / (4 * a**2))
                 * np.exp(-r**2 / (4 * a**2)), 0, np.inf)[0]
assert abs(wave_side / real_side - 1) < 1e-7

# ---- elastic relief of the complete truncated pyramid, level by level
nodes, weights = np.polynomial.legendre.leggauss(48)
nodes, weights = (nodes + 1) / 2, weights / 2
V, M = np.meshgrid(nodes, nodes, indexing='ij')
gap = V**3
level2 = (1 - gap) * M
level1 = level2 + gap
pair_weight = 2 * (1 - gap) * 3 * V**2 * np.outer(weights, weights)


def parallel_lines(len1, len2, separation):
    """Double integral of 1/r over two centred parallel segments."""
    def primitive(u):
        return u * np.arcsinh(u / separation) - np.hypot(u, separation)
    return 2 * (primitive((len1 + len2) / 2)
                - primitive(abs(len1 - len2) / 2))


def pyramid_integral(s, t, width):
    """Double integral of grad h . grad h' / r for unit height."""
    s1, s2 = s + width * (1 - 2 * level1), s + width * (1 - 2 * level2)
    t1, t2 = t + width * (1 - 2 * level1), t + width * (1 - 2 * level2)
    near = width * gap
    total = (parallel_lines(t1, t2, near)
             - parallel_lines(t1, t2, (s1 + s2) / 2)
             + parallel_lines(s1, s2, near)
             - parallel_lines(s1, s2, (t1 + t2) / 2))
    return 2 * np.sum(pair_weight * total)


def relief(s, t, cutoff):
    D = np.hypot(s, t)
    return (t * np.log(2 * s * t / ((t + D) * cutoff))
            + s * np.log(2 * s * t / ((s + D) * cutoff)) + 2 * (D - s - t))


corner = 2 / 3 * (root2 - np.log(1 + root2))
corner_errors = []
for s_test, t_test in ((400, 400), (200, 800), (100, 1600)):
    left = pyramid_integral(s_test, t_test, 1.0) / 4
    right = relief(s_test, t_test, np.exp(-1.5)) + corner
    corner_errors.append(abs(left - right))
assert max(corner_errors) < 0.05


# ---- energies
def pyramid_energy(s, t):
    """Explicit facet areas plus integrated elastic relief."""
    slant = h / np.sin(theta)
    facets = 2 * slant * ((s + w) + (s - w)) / 2
    facets += 2 * slant * ((t + w) + (t - w)) / 2
    surface = (gamma_facet * facets + gamma_flat * (s - w) * (t - w)
               - gamma_flat * (s + w) * (t + w))
    return surface - 0.5 * c * h**2 * pyramid_integral(s, t, w)


def full_energy(s, t):
    return 2 * c * h**2 * (cost_ratio * (s + t) - relief(s, t, b))


def separable_energy(s, t):
    logs = t * np.log(s / b) + s * np.log(t / b)
    return 2 * Gamma * h * (s + t) - 2 * c * h**2 * logs


def best_q(energy, L):
    return minimize_scalar(
        lambda q: energy(L * np.exp(-q), L * np.exp(q)) / (c * h**2 * L),
        bounds=(0, 3), method='bounded', options={'xatol': 1e-7}).x


# ---- derived branches: ln(L/alpha0) as a function of q
def branch_width(rho):
    d = np.sqrt(1 + rho**2)
    power = (rho * np.log(rho + d) - np.log(1 + d)) / (rho - 1)
    return np.exp(power) / (2 * rho)


def full_branch(q):
    return np.log(branch_width(np.exp(2 * q))) + q


def separable_branch(q):
    return q / np.tanh(q)


L_full = alpha0 * np.exp(root2 - 1) * (1 + root2) / 2
L_sep = np.e * alpha0


def branch_q(branch, threshold, L):
    if L <= threshold:
        return 0.0
    return brentq(lambda q: branch(q) - np.log(L / alpha0), 1e-4, 10)


# ---- thresholds from the sign of the energy change on slight elongation
def threshold_from(energy, low, high):
    dq = 0.02
    return brentq(lambda L: (energy(L * np.exp(-dq), L * np.exp(dq))
                             - energy(L, L)) / (c * h**2 * L),
                  low * alpha0, high * alpha0)


L_full_numeric = threshold_from(pyramid_energy, 1.4, 2.4)
L_sep_numeric = threshold_from(separable_energy, 2.2, 3.3)
assert abs(L_full_numeric / L_full - 1) < 5e-3   # finite facet width
assert abs(L_sep_numeric / L_sep - 1) < 1e-3     # finite elongation step

# ---- uniqueness, slope and onset law of the full branch
q_grid = np.linspace(0.01, 6, 600)
assert np.all(np.diff(full_branch(q_grid)) > 0)
for q in (0.4, 1.0, 2.0):
    s1, t1 = np.exp(-q), np.exp(q)
    D1 = np.hypot(s1, t1)
    P = (2 * D1 - t1 - s1) * (t1 - s1) - 2 * np.log((t1 + D1) / (s1 + D1))
    slope = (full_branch(q + 1e-4) - full_branch(q - 1e-4)) / 2e-4
    assert abs(slope - P / (t1 - s1)**2) < 1e-6
onset = (2 * root2 - 1) / 3
onset_numeric = (full_branch(0.05) - np.log(L_full / alpha0)) / 0.05**2
assert abs(onset_numeric / onset - 1) < 0.01

# ---- shapes for three sizes, each against direct minimisation
rows = []
for L in (200 * nm, 300 * nm, 450 * nm):
    q_full = branch_q(full_branch, L_full, L)
    q_sep = branch_q(separable_branch, L_sep, L)
    q_pyramid = best_q(pyramid_energy, L)
    assert abs(q_pyramid - q_full) < 0.01
    assert abs(best_q(separable_energy, L) - q_sep) < 1e-3
    rows.append((L, q_full, q_sep, q_pyramid))
rho_sep = np.exp(2 * rows[2][2])
width_sep = rows[2][0] * np.exp(-rows[2][2])
assert abs(width_sep / (alpha0 * rho_sep**(1 / (rho_sep - 1))) - 1) < 1e-8
assert rows[1][1] > 0.1 and rows[1][2] == 0.0

L_mid, q_mid = rows[1][0], rows[1][1]
s_mid, t_mid = L_mid * np.exp(-q_mid), L_mid * np.exp(q_mid)
gain = full_energy(L_mid, L_mid) - full_energy(s_mid, t_mid)
gain_pyramid = pyramid_energy(L_mid, L_mid) - pyramid_energy(s_mid, t_mid)
assert gain > 0 and abs(gain_pyramid / gain - 1) < 0.03


# ---- energy per volume: long wire and best square
def density(s, t):
    return pyramid_energy(s, t) / (h * (s * t + w**2 / 3))


t_long = 1000 * alpha0
scale = 2 * c * h / alpha0
wire = minimize_scalar(lambda x: density(alpha0 * np.exp(x), t_long) / scale,
                       bounds=(-1, 1), method='bounded',
                       options={'xatol': 1e-7})
square = minimize_scalar(lambda x: density(*[alpha0 * np.exp(x)] * 2) / scale,
                         bounds=(0, 2), method='bounded',
                         options={'xatol': 1e-7})
L_square = alpha0 * (1 + root2) / 2 * np.exp(2 - root2)
wire_width = alpha0 * np.exp(wire.x)
square_side = alpha0 * np.exp(square.x)
assert abs(wire_width / alpha0 - 1) < 0.01
assert abs(square_side / L_square - 1) < 0.02    # corner constant remains
assert wire.fun < square.fun < 0 and L_square > L_full
sep_square = minimize_scalar(
    lambda x: separable_energy(*[alpha0 * np.exp(x)] * 2)
    / (h * alpha0**2 * np.exp(2 * x)) / scale,
    bounds=(-1, 1), method='bounded', options={'xatol': 1e-7})
assert abs(sep_square.x) < 1e-4

# ---- report
print(f"shear modulus mu = {mu/1e9:.0f} GPa, Poisson ratio nu = {nu:.2f}")
print(f"misfit = {misfit:.2f}, misfit stress sigma = {sigma/1e9:.3f} GPa")
print(f"height h = {h/nm:.1f} nm, facet angle = {np.degrees(theta):.0f} deg")
print(f"flat surface energy = {gamma_flat:.2f} J/m^2")
print(f"facet surface energy = {gamma_facet:.2f} J/m^2")
print(f"facet width w = {w/nm:.3f} nm, cutoff b = {b/nm:.3f} nm")
print(f"edge cost Gamma = {Gamma:.4f} J/m^2")
print(f"relief constant c = {c:.4e} J/m^3, c*h = {c*h:.4f} J/m^2")
print(f"Gamma/(c*h) = {cost_ratio:.4f}")
print(f"limiting width alpha0 = {alpha0/nm:.2f} nm")
print(f"separable threshold = {L_sep/nm:.2f} nm, ratio {L_sep/alpha0:.4f}")
print(f"full threshold = {L_full/nm:.2f} nm, ratio {L_full/alpha0:.4f}")
print(f"threshold, integrated pyramid = {L_full_numeric/nm:.2f} nm")
print(f"onset coefficient, full model = {onset:.4f}")
print(f"corner constant / w = {corner:.4f}")
print(f"largest relief error / w in test = {max(corner_errors):.4f}")
for L, q_full, q_sep, q_pyramid in rows:
    print(f"L = {L/nm:.0f} nm:")
    for name, q in (("full", q_full), ("separable", q_sep),
                    ("integrated pyramid", q_pyramid)):
        print(f"  {name}: s = {L*np.exp(-q)/nm:.1f} nm, "
              f"t = {L*np.exp(q)/nm:.1f} nm, t/s = {np.exp(2*q):.3f}")
print(f"gain over square at 300 nm, full = {gain/electron_charge:.2f} eV")
print(f"same, integrated pyramid = {gain_pyramid/electron_charge:.2f} eV")
print(f"best wire width, integrated pyramid = {wire_width/nm:.2f} nm")
print(f"best square side, full formula = {L_square/nm:.2f} nm")
print(f"best square side, integrated pyramid = {square_side/nm:.2f} nm")
print(f"energy per volume, long wire = {wire.fun*scale/1e6:.4f} MJ/m^3")
print(f"energy per volume, best square = {square.fun*scale/1e6:.4f} MJ/m^3")
print("checks complete")
```

It prints:

```
shear modulus mu = 50 GPa, Poisson ratio nu = 0.25
misfit = 0.04, misfit stress sigma = 6.667 GPa
height h = 2.0 nm, facet angle = 15 deg
flat surface energy = 1.00 J/m^2
facet surface energy = 1.15 J/m^2
facet width w = 7.464 nm, cutoff b = 1.665 nm
edge cost Gamma = 0.7112 J/m^2
relief constant c = 1.0610e+08 J/m^3, c*h = 0.2122 J/m^2
Gamma/(c*h) = 3.3515
limiting width alpha0 = 129.23 nm
separable threshold = 351.28 nm, ratio 2.7183
full threshold = 236.05 nm, ratio 1.8266
threshold, integrated pyramid = 236.16 nm
onset coefficient, full model = 0.6095
corner constant / w = 0.3552
largest relief error / w in test = 0.0104
L = 200 nm:
  full: s = 200.0 nm, t = 200.0 nm, t/s = 1.000
  separable: s = 200.0 nm, t = 200.0 nm, t/s = 1.000
  integrated pyramid: s = 200.0 nm, t = 200.0 nm, t/s = 1.000
L = 300 nm:
  full: s = 154.6 nm, t = 582.3 nm, t/s = 3.767
  separable: s = 300.0 nm, t = 300.0 nm, t/s = 1.000
  integrated pyramid: s = 154.7 nm, t = 581.8 nm, t/s = 3.761
L = 450 nm:
  full: s = 137.8 nm, t = 1469.1 nm, t/s = 10.658
  separable: s = 186.0 nm, t = 1088.8 nm, t/s = 5.855
  integrated pyramid: s = 138.0 nm, t = 1467.9 nm, t/s = 10.641
gain over square at 300 nm, full = 82.80 eV
same, integrated pyramid = 82.52 eV
best wire width, integrated pyramid = 129.46 nm
best square side, full formula = 280.23 nm
best square side, integrated pyramid = 277.62 nm
energy per volume, long wire = -3.2823 MJ/m^3
energy per volume, best square = -3.0431 MJ/m^3
checks complete
```
